\section*{Fractional-spin constancy and the flat-plane energy of the hydrogen atom, part 2}

This guided problem treats the exact energy at fractional spins and charges, here for hydrogen, $v=-Z/r$ with $Z=1$. Hartree atomic units are used. The Hamiltonian $\hat H=\hat T+\hat W+\hat V$, with $\hat W=\sum_{i<j}1/r_{ij}$ and $\hat V=\sum_iv(\mathbf r_i)$, is spin-free. The spin densities are $\rho_\alpha,\rho_\beta$, with $\rho=\rho_\alpha+\rho_\beta$ and $n_\sigma=\int\rho_\sigma$. The exact functional is
\begin{equation}
F[\rho_\alpha,\rho_\beta]=\inf_{\Gamma\to\rho_\alpha,\rho_\beta}\mathrm{Tr}\,\Gamma(\hat T+\hat W),\qquad
E_v[\rho_\alpha,\rho_\beta]=F[\rho_\alpha,\rho_\beta]+\int v\rho ,
\label{eq:F}
\end{equation}
with $\Gamma\ge0$ and $\mathrm{Tr}\,\Gamma=1$. In the canonical version $\Gamma$ acts on the $N$-electron space; in the Fock-space version it mixes electron numbers, with weight $p_N$ in the $N$-electron space. $E_v$ is also the infimum of $\mathrm{Tr}\,\Gamma\hat H$ over the same set. We write $F=T_s+E_{\rm H}+E_{xc}$, where the Hartree energy $E_{\rm H}$ depends on $\rho$ alone.

For a ground multiplet $|S,M\rangle$, $S>0$, with energy $E_0$ and spin densities $\rho_\sigma^M$, the canonical version obeys the constancy condition
\begin{equation}
E_v\Big[\sum_MC_M\rho_\alpha^M,\sum_MC_M\rho_\beta^M\Big]=E_0\quad\text{for all } C_M\ge0,\ \sum_MC_M=1 .
\label{eq:const}
\end{equation}
Its Fock-space form is guaranteed if a supporting line exists, that is, if $(N,E_0(N))$ lies on the lower convex hull of all points $(N',E_0(N'))$. This is the convexity premise.

$E_0(N)$ is the infimum of the $N$-electron spectrum, with $E_0(0)=0$; if $E_0(N)<E_0(N-1)$, it is an eigenvalue (HVZ theorem). For hydrogen, $E_1=E_0(1)=-\frac12$ and $E_2=E_0(2)$ satisfy $2E_1\le E_2<E_1$, with the numerical estimate $E_2\approx-0.52775$~Ha. From $\hat W\ge0$,
\begin{equation}
E_0(N)\ge NE_1 .
\label{eq:lowN}
\end{equation}
Lieb's bound $N<2Z+1$ and the monotonicity of $E_0(N)$ give
\begin{equation}
E_0(N)=E_2\qquad(N\ge3).
\label{eq:N3}
\end{equation}
"The program" is the numerical check that accompanies the text.

\section*{Part (d): the energy on the unit square}

For hydrogen, in the Fock-space version, define $E(n_\alpha,n_\beta)$ as the infimum of $E_v$ over densities with $\int\rho_\sigma=n_\sigma$. Find it for $0\le n_\sigma\le1$, find minimizing densities, and evaluate the slopes.

\subsection*{Solution}

The two nested infima combine into the infimum of $\mathrm{Tr}\,\Gamma\hat H$ over all $\Gamma$ with $\langle\hat N_\sigma\rangle=n_\sigma$. Let $n=n_\alpha+n_\beta$ and consider the lines
\begin{equation}
\ell_1(N)=NE_1,\qquad \ell_2(N)=E_1+(N-1)(E_2-E_1).
\end{equation}
By \eqref{eq:lowN}, $\ell_1(N)\le E_0(N)$ for all $N$. For the second line, $\ell_2(0)=2E_1-E_2\le0=E_0(0)$, $\ell_2(1)=E_1$, $\ell_2(2)=E_2$, and for $N\ge3$, $\ell_2(N)=E_2+(N-2)(E_2-E_1)<E_2=E_0(N)$ by \eqref{eq:N3} and $E_2<E_1$. Both lines are affine, so for every admissible $\Gamma$
\begin{equation}
\mathrm{Tr}\,\Gamma\hat H\ge\sum_Np_NE_0(N)\ge\sum_Np_N\ell_k(N)=\ell_k(n),\qquad k=1,2 .
\label{eq:lb}
\end{equation}

The bounds are attained by mixtures of the four corner states, labelled $(N_\alpha,N_\beta)$. The corner $(0,0)$ is the vacuum, and $(1,0)$ and $(0,1)$ are the $1s$ doublet with energy $E_1$. A two-electron ground state exists because $E_2<E_1$; its spin is an integer, so its multiplet has an $M=0$ member, which lies in the sector $(1,1)$ with energy $E_2$. For $n\le1$, the weights $1-n$, $n_\alpha$, $n_\beta$ on $(0,0)$, $(1,0)$, $(0,1)$ are nonnegative, sum to one, give the right mean numbers and the energy $nE_1=\ell_1(n)$. For $n\ge1$, take the weights $1-n_\beta$, $1-n_\alpha$, $n-1$ on $(1,0)$, $(0,1)$, $(1,1)$. They are nonnegative because $n_\sigma\le1$; they sum to $2-n+n-1=1$; the mean $\alpha$ number is $1-n_\beta+n-1=n_\alpha$, and likewise for $\beta$; the energy is $(2-n)E_1+(n-1)E_2=\ell_2(n)$. Therefore
\begin{equation}
E(n_\alpha,n_\beta)=\begin{cases}nE_1, & n\le1,\\ E_1+(n-1)(E_2-E_1), & n\ge1.\end{cases}
\label{eq:plane}
\end{equation}
This is the flat-plane condition: two plane triangles joined along the seam $n_\alpha+n_\beta=1$. It holds at the level of densities as well, since each ensemble is admissible for its own densities and \eqref{eq:lb} bounds every competitor. The minimizing densities are $\rho_\sigma=n_\sigma\rho_{1s}$ for $n\le1$, and $\rho_\alpha=(1-n_\beta)\rho_{1s}+(n-1)\rho_\alpha^{(1,1)}$, with the analogous $\rho_\beta$, for $n\ge1$. The seam is the constancy condition \eqref{eq:const} for the doublet, now in Fock space, with $\ell_1$ or $\ell_2$ as the supporting line. The edges $n_\beta=0$ and $n_\alpha=1$ are the straight lines of fractional charge.

With $I=-E_1$ and $A=E_1-E_2$, the derivative $\partial E/\partial n_\sigma$ is $-I$ below the seam and $-A$ above it, for either spin and at every interior point of the seam. Numerically $I=0.5$~Ha $=13.6057$~eV (infinite nuclear mass), $A=-0.5+0.52775=0.02775$~Ha $=0.755$~eV, and the jump is $I-A=0.47225$~Ha $=12.851$~eV. At $(\frac34,\frac34)$, for example, $E=-0.5+0.5\times(-0.02775)=-0.51388$~Ha.

Since $\hat H$ conserves both $\hat N_\sigma$, $E(n_\alpha,n_\beta)$ is also the minimum of the weighted sector ground energies over all weights with the given means, which is a linear program. The program solves it on a grid over the square with all sectors up to four electrons, once with full configuration interaction energies in the aug-cc-pVDZ basis and once with every sector lowered to its floor $E_0(N_\alpha+N_\beta)$. Both agree with \eqref{eq:plane}, evaluated with the corner energies of the same set, to rounding error.

\section*{Part (e): is the convexity premise needed?}

Consider one level with energy $\varepsilon$ per electron and interaction $U$ between opposite spins. Does \eqref{eq:plane} hold for both signs of $U$?

\subsection*{Solution}

The four states have energies $0$, $E_1=\varepsilon$ (twice) and $E_2=2\varepsilon+U$. For $U\ge0$, $E_2\ge2E_1$, which gives both $\ell_1(2)\le E_2$ and $\ell_2(0)\le0$; no other sectors exist, and the proof of part (d) applies. For $U<0$, the mixture of $(0,0)$ and $(1,1)$ with equal weights has $n_\alpha=n_\beta=\frac12$ and energy $\varepsilon+U/2<E_1$. With $\varepsilon=-0.5$~Ha and $U=-0.2$~Ha this is $-0.6$~Ha, which the linear program confirms as the minimum, against $E(1,0)=-0.5$~Ha. The Fock-space constancy condition is then violated along $n=1$, while the canonical one still holds. For hydrogen the premise was proved from $\hat W\ge0$ and Lieb's bound; for other atoms it has to be established or assumed separately.

\section*{Part (f): consequences for the exchange-correlation energy}

For $n\le1$, evaluate $T_s$, $E_{\rm H}$ and $E_{xc}$ at the minimizing densities, with $T_s$ defined by \eqref{eq:F} with $\hat W$ omitted. What happens to the Kohn-Sham potential when the seam is crossed at $(\frac12,\frac12)$?

\subsection*{Solution}

For the $1s$ state $\langle1/r\rangle=1$, so $\int v\rho=-n$ and $F=nE_1+n=n/2$. Without $\hat W$ the bound \eqref{eq:lowN} still holds, so $T_s\ge nE_1+n=n/2$, and the ensemble of part (d), which never contains two electrons, attains it. Thus $T_s=F=n/2$ and $E_{xc}=-E_{\rm H}=-\frac12n^2J$, with $J$ the Coulomb integral of two $1s$ densities. For spherical shells the interaction is $1/r_>$. With the radial density $4r^2e^{-2r}$ and the enclosed charge $1-e^{-2r}(1+2r+2r^2)$,
\begin{equation}
J=2\int_0^\infty4re^{-2r}\big[1-e^{-2r}(1+2r+2r^2)\big]dr=2-8\Big(\frac1{16}+\frac1{16}+\frac3{64}\Big)=\frac58 ,
\end{equation}
where the factor 2 counts the two orderings of the radii. Hence
\begin{equation}
E_{xc}[n_\alpha\rho_{1s},n_\beta\rho_{1s}]=-\tfrac5{16}\,(n_\alpha+n_\beta)^2 ,
\end{equation}
independent of the spin polarization. If exchange is defined, by convention, as the Fock expression of the density matrices $n_\sigma|1s\rangle\langle1s|$, then $E_x=-\frac12(n_\alpha^2+n_\beta^2)J$ and $E_c=-n_\alpha n_\beta J$. At $(1,0)$ correlation vanishes; at $(\frac12,\frac12)$, $E_x=E_c=-0.15625$~Ha, although no member of the ensemble holds two electrons.

Near $(\frac12,\frac12)$ each spin channel has one orbital $\varphi_\sigma=\sqrt{\rho_\sigma/n_\sigma}$ with occupation $n_\sigma<1$. It is nodeless and solves the Kohn-Sham equation with $v_{s\sigma}=\epsilon_\sigma+\nabla^2\varphi_\sigma/(2\varphi_\sigma)$. Assume that $E_{xc}$ has functional derivatives on each side of the seam. The energy is stationary under normalized changes of $\varphi_\sigma$, so only the explicit dependence on $n_\sigma$ contributes, and $\partial E/\partial n_\sigma=\langle\varphi_\sigma|-\frac12\nabla^2+v_{s\sigma}|\varphi_\sigma\rangle=\epsilon_\sigma$ (Janak's theorem). As $n\to1$ from either side, $\varphi_\sigma\to\varphi_{1s}$ and, at fixed $r$, $\nabla^2\varphi_\sigma/(2\varphi_\sigma)\to\frac12-1/r$. Below the seam $\epsilon_\sigma=-I=-\frac12$ and $v_{s\sigma}=-1/r$; above it $\epsilon_\sigma=-A$ and $v_{s\sigma}\to-1/r+(I-A)$. The external and Hartree potentials are continuous in $n$, so at every fixed $r$ the exchange-correlation potential jumps by the same constant $I-A=0.47225$~Ha. The limit is not uniform in $r$: for $n$ slightly above 1 the shift is lost at large $r$, where the more slowly decaying density of H$^-$ dominates. The orbital being filled is the same on both sides, so no Kohn-Sham level spacing contributes, and the whole gap is this jump.

\section*{Part (g): stretched H$_2$, Hartree-Fock and PBE}

Which point of the square does an atom in stretched H$_2$ realize? Derive the Hartree-Fock energy on the square as a functional of the density matrices $n_\sigma|\varphi_\sigma\rangle\langle\varphi_\sigma|$, relate its value at $(\frac12,\frac12)$ to helium and to restricted Hartree-Fock H$_2$, and compare with \eqref{eq:plane}.

\subsection*{Solution}

A nondegenerate $M=0$ state of H$_2$ is an eigenstate of inversion, so each spin density is symmetric and each atom holds half an $\alpha$ and half a $\beta$ electron. At $R=10$~bohr, full configuration interaction in aug-cc-pVDZ gives populations $0.50000$ for both spins on one atom and the energy $-0.998676$~Ha, against $-0.998675$~Ha for $M=1$, where the molecule is fully polarized, and $2E(\mathrm H)=-0.998669$~Ha in the same basis. Two atoms at $(\frac12,\frac12)$ have the energy of two atoms at $(1,0)$ to $10^{-5}$~Ha at this distance. In aug-cc-pVTZ all three energies drop by about $10^{-3}$~Ha, while the difference between the $M=0$ energy and $2E(\mathrm H)$ moves only from $-7\times10^{-6}$ to $-8\times10^{-6}$~Ha.

With $h_\sigma=\langle\varphi_\sigma|-\frac12\nabla^2-1/r|\varphi_\sigma\rangle$ and Coulomb integrals $J_{\sigma\sigma'}$, the Hartree term is $\frac12(n_\alpha^2J_{\alpha\alpha}+2n_\alpha n_\beta J_{\alpha\beta}+n_\beta^2J_{\beta\beta})$ and the exchange term is $-\frac12(n_\alpha^2J_{\alpha\alpha}+n_\beta^2J_{\beta\beta})$. The same-spin terms cancel:
\begin{equation}
E_{\rm HF}=n_\alpha h_\alpha+n_\beta h_\beta+n_\alpha n_\beta J_{\alpha\beta}.
\end{equation}
For $n\le1$, $h_\sigma\ge E_1$ and $J_{\alpha\beta}>0$ bound $E_{\rm HF}$ from below by $nE_1$, and frozen $1s$ orbitals bound its minimum from above:
\begin{equation}
0\le E_{\rm HF}-nE_1\le n_\alpha n_\beta J .
\end{equation}
Hartree-Fock is therefore exact on the edges $n_\alpha n_\beta=0$. The upper bound is $3J/16=0.117$~Ha at $(\frac34,\frac14)$ and $J/4=0.156$~Ha at $(\frac12,\frac12)$.

At $(\frac12,\frac12)$, with a common orbital $\varphi$, $2E_{\rm HF}=2t[\varphi]-2\langle1/r\rangle_\varphi+\frac12J[\varphi]$, where $t$ is the kinetic energy. Put $\varphi(\mathbf r)=\lambda^{3/2}\chi(\lambda\mathbf r)$; kinetic energies scale as $\lambda^2$ and Coulomb energies as $\lambda$. For $\lambda=\frac12$,
\begin{equation}
2E_{\rm HF}=\tfrac14\Big(2t[\chi]-4\langle1/r\rangle_\chi+J[\chi]\Big),
\end{equation}
and the bracket is the restricted Hartree-Fock functional of helium. Hence, with both spins restricted to a common orbital, $E_{\rm HF}(\frac12,\frac12)=E_{\rm RHF}(\mathrm{He})/8=-2.861680/8=-0.357710$~Ha.

For H$_2$ take $g=(a+b)/\sqrt2$ with spherical, nonoverlapping atomic orbitals $a,b$. Each feels the far nucleus as $-1/R$, so $h_{gg}=h_{aa}-1/R$; the density $g^2=(a^2+b^2)/2$ gives $J_{gg}=\frac14(2J_{aa}+2/R)$. Adding the nuclear repulsion,
\begin{equation}
E_{\rm RHF}=2h_{gg}+J_{gg}+\frac1R=2\Big(h_{aa}+\tfrac14J_{aa}\Big)-\frac1{2R},
\end{equation}
whose minimum over $a$ is $2E_{\rm HF}(\frac12,\frac12)-1/(2R)$; polarization of $a$ is neglected, and is absent in a basis of $s$ functions centred on distant atoms. At $R=30$~bohr this is $-0.715420-0.016667=-0.732087$~Ha, equal to the molecular calculation in an $s$ basis, $-0.732087$~Ha; adding $p$ functions, which allow polarization, lowers the molecular value by about $3\times10^{-6}$~Ha. In the limit $R\to\infty$, where the term $-1/(2R)$ and the polarization energy vanish, the dissociation error of restricted Hartree-Fock is thus twice its violation of the constancy condition.

Self-consistent calculations at fixed occupations in a basis of 18 $s$ functions give the following errors, in hartree, relative to the exact plane \eqref{eq:plane}.
\begin{center}
\begin{tabular}{lrrr}
$(n_\alpha,n_\beta)$ & exact $E$ & HF error & PBE error\\
$(1,0)$ & $-0.50000$ & $0.00000$ & $+0.00001$\\
$(\frac12,0)$ & $-0.25000$ & $0.00000$ & $-0.05322$\\
$(\frac34,\frac14)$ & $-0.50000$ & $+0.10442$ & $+0.03190$\\
$(\frac12,\frac12)$ & $-0.50000$ & $+0.14229$ & $+0.04107$\\
$(\frac34,\frac34)$ & $-0.51388$ & $+0.06811$ & $-0.01630$
\end{tabular}
\end{center}
The Hartree-Fock errors on the seam lie below their frozen-orbital bounds, as orbital relaxation requires; at $(\frac12,\frac12)$ the error is $-0.35771+0.5=0.14229$~Ha $=3.87$~eV. PBE is accurate to $10^{-5}$~Ha at the corner $(1,0)$, yet lies $0.053$~Ha below the plane at fractional charge and $0.041$~Ha $=1.12$~eV above it at the middle of the seam. At $(\frac34,\frac34)$, where both the charge and the spin are fractional, it lies $0.016$~Ha below the plane.

\section*{Calculated quantities}
\begin{verbatim}
N fc-CI/6-31G M=+2.5: E=-53.35359823 Ha, int m r^2=+14.466493 bohr^2
N fc-CI/6-31G M=+1.5: E=-54.41899902 Ha, int m r^2=+7.304980 bohr^2
N fc-CI/6-31G M=+0.5: E=-54.41899902 Ha, int m r^2=+2.434993 bohr^2
N fc-CI/6-31G M=-0.5: E=-54.41899902 Ha, int m r^2=-2.434993 bohr^2
N fc-CI/6-31G M=-1.5: E=-54.41899902 Ha, int m r^2=-7.304980 bohr^2
star: t=1.0 Ha, U=4.0 Ha, v=[0.0, -0.3, 0.1, 0.4] Ha (centre first)
star: E0(triplet)=-1.43430839 Ha, next level=-1.103638 Ha, E(M=2)=0.200000 Ha
star: rho = [1.00578 1.01876 0.99626 0.9792 ] electrons; m(M=1) = [-0.33047  0.77595  0.77988  0.77464] electrons
star C(+1,0,-1)=(0.5, 0.3, 0.2): -1.434348 <= E_v <= -1.43430839 Ha
star C(+1,0,-1)=(0.0, 1.0, 0.0): -1.434308 <= E_v <= -1.43430839 Ha
star C(+1,0,-1)=(0.5, 0.0, 0.5): -1.434308 <= E_v <= -1.43430839 Ha
star C(+1,0,-1)=(0.1, 0.1, 0.8): -1.434357 <= E_v <= -1.43430839 Ha
star gamma=1.1: E_v-E0=0.1886 Ha, sector bound=0.1634 Ha
Hardy, psi=r^1.0 e^-r: int r|grad psi|^2 / int psi^2/r = 2.000000 (dimensionless)
Hardy, psi=r^0.0 e^-r: int r|grad psi|^2 / int psi^2/r = 1.500000 (dimensionless)
Hardy, psi=r^-0.4 e^-r: int r|grad psi|^2 / int psi^2/r = 1.300000 (dimensionless)
J(1s,1s)=0.625000 Ha, E_H=0.312500 Ha, J/4=0.156250 Ha
H- Hylleraas order 0: 1 terms, k=1.3750 1/bohr, E=-0.472656 Ha
H- Hylleraas order 2: 7 terms, k=1.3634 1/bohr, E=-0.526594 Ha
H- Hylleraas order 7: 70 terms, k=1.3514 1/bohr, E=-0.527748 Ha
H- Hylleraas order 8: 95 terms, k=1.4044 1/bohr, E=-0.527750 Ha
H- FCI/aug-cc-pVTZ: E=-0.526562 Ha
I=0.500000 Ha=13.6057 eV, A=0.027750 Ha=0.7551 eV
slope jump I-A=0.472250 Ha=12.8506 eV
hull vs plane, FCI/aug-cc-pVDZ: max deviation 1.1e-16 Ha
hull vs plane, floor E0(N): max deviation 2.2e-16 Ha
H sectors FCI/aDZ (Ha): (1, 0):-0.49933, (1, 1):-0.52403, (2, 0):-0.42683, (2, 1):-0.25363
one level eps=-0.5 Ha, U=-0.2 Ha: E(1/2,1/2)=-0.6000 Ha, E(1,0)=-0.5000 Ha
H2 FCI/aDZ R=10.0 bohr: E(M=0)=-0.998676, E(M=1)=-0.998675, 2E(H)=-0.998669 Ha
  atom A in the M=0 state: n_alpha=0.50000, n_beta=0.50000 electrons
s basis: 18 exponents 0.02*2.2^k bohr^-2
(1, 0): exact -0.50000, HF -0.50000 (err +0.00000), PBE -0.49999 (err +0.00001) Ha
(0.5, 0): exact -0.25000, HF -0.25000 (err +0.00000), PBE -0.30322 (err -0.05322) Ha
(0.75, 0.25): exact -0.50000, HF -0.39558 (err +0.10442), PBE -0.46810 (err +0.03190) Ha
(0.5, 0.5): exact -0.50000, HF -0.35771 (err +0.14229), PBE -0.45893 (err +0.04107) Ha
(0.75, 0.75): exact -0.51388, HF -0.44577 (err +0.06811), PBE -0.53017 (err -0.01630) Ha
RHF He=-2.861680 Ha, He/8=-0.357710 Ha
RHF H2 R=30.0 bohr: -0.732087 Ha, 2E_HF(1/2,1/2)-1/(2R)=-0.732087 Ha
error at (1/2,1/2): HF 3.872 eV, PBE 1.118 eV, frozen HF 4.252 eV
exact at (1/2,1/2): E_xc=-0.31250, E_x=-0.15625, E_c=-0.15625 Ha
\end{verbatim}
